\section*{Capillary Breakup of a Metallic Filament by Surface Diffusion, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: the axisymmetric filament}

\subsection{A thin wire that can lower its energy}

A resistive memory cell in its conducting state may be bridged by a metallic filament a few nanometres thick. Suppose that the current is off and the cell is merely warm. If its surface is free to move, the filament can still fail: its atoms move along the surface, a neck forms, and the conducting path opens. No applied voltage is needed, because a long thin cylinder has more surface than some other shapes of the same volume. The question is which spacing of necks develops first, and how quickly.

The model is a solid cylinder of radius $R$ with isotropic surface energy $\gamma$ per area, at uniform temperature. Atoms move along the surface and nowhere else: there is no evaporation and no bulk diffusion. Electromigration and elastic stress are absent, and the surroundings do not resist the motion of the surface. A filament inside another material is described by this model only if its interface meets the same conditions, with $\gamma$ and the mobility read as interface quantities. A stiff oxide that stays attached to the filament and can only deform elastically does not meet them, as an estimate at the end of the text shows.

The algebra is in atomic units, with temperature entering as the energy $k_BT$. The problem is classical, so $\hbar$ does not appear and the formulas keep their form in any consistent units. Numbers are given in eV, angstrom and seconds.

\subsection{The simplest case: a static ripple}

Before asking how atoms move, compare energies. Let the axis be $z$ and the surface be
\begin{equation}
 r(z)=a+\varepsilon\cos kz,\qquad \varepsilon\ll R,\qquad q=kR .
\end{equation}
The mean radius $a$ cannot stay equal to $R$, since the volume is fixed. Averaging over one wavelength, with $\langle\cos kz\rangle=0$ and $\langle\cos^2kz\rangle=1/2$, gives
\begin{equation}
 \pi\langle r^2\rangle=\pi\left(a^2+\frac{\varepsilon^2}{2}\right)=\pi R^2
 \quad\Rightarrow\quad a=R-\frac{\varepsilon^2}{4R}+O(\varepsilon^4).
\end{equation}
The area per length of axis is $2\pi\langle r\sqrt{1+r_z^2}\rangle$, where a subscript denotes a derivative. Expanding the root and using $\langle r_z^2\rangle=\varepsilon^2k^2/2$,
\begin{align}
 2\pi\left\langle r\left(1+\tfrac12r_z^2\right)\right\rangle
 &=2\pi\left(a+\frac{R\varepsilon^2k^2}{4}\right)+O(\varepsilon^4)\nonumber\\
 &=2\pi R+\frac{\pi\varepsilon^2}{2R}(q^2-1)+O(\varepsilon^4).
 \label{area}
\end{align}
The $-1$ comes from the smaller mean radius, and the $q^2$ from the longer, wavy profile. Ripples with $q<1$, that is with wavelength $\lambda>2\pi R$, lower the energy.

Numerical quadrature tests this result. In units of $\pi\varepsilon^2/(2R)$ the change is $-0.510$ at $q=0.7$ and $+0.690$ at $q=1.3$, as $q^2-1$ requires.

Equation \eqref{area} gives a threshold but no preferred spacing. At fixed $\varepsilon$ the energy gain is largest as $q\to0$, for infinitely long waves. A finite spacing must come from the motion of the atoms.

\subsection{Chemical potential of a curved surface}

Let $\kappa$ be the sum of the two principal curvatures, with the outward normal and the sign chosen so that a cylinder has $\kappa=1/R$. It measures the area gained per volume added. To obtain it for an axisymmetric surface, vary
\begin{equation}
 A=2\pi\int r w\,dz,\qquad w=\sqrt{1+r_z^2}.
\end{equation}
Under $r\to r+\delta r$, integration by parts gives, for a variation that vanishes at the ends or is periodic,
\begin{equation}
 \delta A=2\pi\int\left[w-\frac{d}{dz}\left(\frac{r r_z}{w}\right)\right]\delta r\,dz .
\end{equation}
The added volume is $\delta V=2\pi\int r\,\delta r\,dz$. Writing $\delta A=2\pi\int\kappa\,r\,\delta r\,dz$ therefore identifies
\begin{equation}
 \kappa=\frac1r\left[w-\frac{d}{dz}\left(\frac{r r_z}{w}\right)\right].
\end{equation}
Since $w_z=r_zr_{zz}/w$, the derivative is
\begin{equation}
 \frac{d}{dz}\left(\frac{rr_z}{w}\right)
 =\frac{r_z^2}{w}+\frac{rr_{zz}}{w}-\frac{rr_z^2r_{zz}}{w^3}
 =\frac{r_z^2}{w}+\frac{rr_{zz}}{w^3},
\end{equation}
where $w^2-r_z^2=1$ joined the last two terms. The same identity gives $w-r_z^2/w=1/w$, so
\begin{equation}
 \kappa=\frac{1}{rw}-\frac{r_{zz}}{w^3}.
 \label{kappa}
\end{equation}
The first term is the curvature around the circumference and the second is that along the axis. For constant $r=R$ the result is $1/R$, as it should be. A quadrature test on a strongly rippled profile confirms that this $\kappa$ reproduces the change of area.

If an atom occupies volume $\Omega$, adding $\delta N$ atoms adds volume $\Omega\,\delta N$. The surface energy changes by $\gamma\kappa\Omega$ per atom, so relative to a flat surface
\begin{equation}
 \mu=\gamma\Omega\kappa .
 \label{mu}
\end{equation}
Atoms have a higher chemical potential where $\kappa$ is larger; on a uniform cylinder, this means a smaller radius.

\subsection{Conservation of atoms}

Let $J$ be the number of atoms crossing unit length of a line on the surface per unit time. Near equilibrium the flux is proportional to the driving force,
\begin{equation}
 J=-M\frac{\partial\mu}{\partial s},\qquad ds=w\,dz,
 \label{flux}
\end{equation}
where $s$ is arc length and $M$ the surface mobility. For independent diffusing atoms of areal density $\nu$ and diffusivity $D_s$, the Einstein relation gives a drift velocity $-(D_s/k_BT)\,\partial\mu/\partial s$. Multiplication by $\nu$ yields
\begin{equation}
 M=\frac{D_s\nu}{k_BT}.
 \label{mobility}
\end{equation}

A slice of thickness $dz$ contains $\pi r^2dz/\Omega$ atoms, and the current along the filament is $2\pi rJ$. Atom conservation reads
\begin{equation}
 \frac{\partial}{\partial t}\left(\frac{\pi r^2}{\Omega}\right)
 =-\frac{\partial}{\partial z}(2\pi rJ).
\end{equation}
Carry out the time derivative, insert \eqref{mu} and \eqref{flux}, and take $M$ constant for now:
\begin{equation}
 r_t=\frac{B}{r}\frac{\partial}{\partial z}
 \left(\frac{r}{w}\frac{\partial\kappa}{\partial z}\right),
 \qquad B=M\gamma\Omega^2 .
 \label{full}
\end{equation}
One factor $\Omega$ converts curvature to energy per atom, and the other converts atoms to volume. Since $M$ has dimension $1/(\text{energy}\times\text{time})$, $B$ has dimension $\text{length}^4/\text{time}$.

\subsection{Linearization and the fastest wave}

Set $r=R+\eta(z,t)$ with $|\eta|\ll R$ and small slope. Then $w=1+O(\eta^2)$ and $1/r=1/R-\eta/R^2+O(\eta^2)$, so \eqref{kappa} gives
\begin{equation}
 \kappa=\frac1R+\kappa_1+O(\eta^2),\qquad
 \kappa_1=-\frac{\eta}{R^2}-\eta_{zz}.
 \label{kone}
\end{equation}
The base curvature is uniform, so $\partial_z\kappa$ is already first order. The factors $r/w$ and $1/r$ in \eqref{full} can therefore be replaced by $R$ and $1/R$:
\begin{equation}
 \eta_t=B\,\partial_z^2\kappa_1
 =-B\left(\frac{\eta_{zz}}{R^2}+\eta_{zzzz}\right).
 \label{linear}
\end{equation}
For $\eta\propto e^{\sigma t+ikz}$ we have $\eta_{zz}=-k^2\eta$ and $\eta_{zzzz}=k^4\eta$. Hence
\begin{equation}
 \sigma=B\left(\frac{k^2}{R^2}-k^4\right)=\frac{B}{R^4}\,q^2(1-q^2).
 \label{sigma0}
\end{equation}
Completing the square,
\begin{equation}
 \frac{\sigma R^4}{B}=\frac14-\left(q^2-\frac12\right)^2 .
 \label{square}
\end{equation}
The square is never negative and vanishes at the single positive value $q^*=1/\sqrt2$. This is the global maximum, with
\begin{equation}
 \lambda^*=\frac{2\pi R}{q^*}=2\pi\sqrt2\,R,\qquad
 \sigma^*=\frac{B}{4R^4}.
 \label{main}
\end{equation}
Numerically, $\lambda^*\simeq8.886R$. It is longer than the neutral wavelength $2\pi R$ by the factor $\sqrt2$.

Two limits test the signs. If $R\to\infty$ at fixed $k$, \eqref{sigma0} becomes $\sigma=-Bk^4$: a ripple on a flat surface decays. If instead $q\to0$, $\sigma\simeq Bk^2/R^2$, and \eqref{linear} reduces to $\eta_t=-(B/R^2)\eta_{zz}$. This is a diffusion equation with negative diffusivity. A thin section has the higher circumferential curvature and drives its atoms towards thicker sections, becoming thinner still.

\subsection{The same rate from an energy balance}

The rate can also be found from the static result, without the linearized curvature. When atoms leave one place and arrive at another, the surface energy $F$ changes at the rate
\begin{equation}
 \frac{dF}{dt}=-\int\mu\,\frac{\partial J}{\partial s}\,dS
 =\int J\frac{\partial\mu}{\partial s}\,dS=-\int\frac{J^2}{M}\,dS .
 \label{balance}
\end{equation}
Here the divergence is written for the nearly cylindrical surface, which suffices to second order in $\varepsilon$: the uniform part of $\mu$ contributes nothing, because atoms are conserved. The second form follows by integration by parts over a period and the third from \eqref{flux}.

For $\eta=\varepsilon(t)\cos kz$, conservation is $\eta_t=-\Omega J_z$ to first order, so
\begin{equation}
 J=-\frac{\dot\varepsilon}{\Omega k}\sin kz,\qquad
 \langle J^2\rangle=\frac{\dot\varepsilon^{\,2}}{2\Omega^2k^2}.
\end{equation}
There is no added constant current, since no net driving force acts along a periodic filament. Per length of axis, the time derivative of $\gamma$ times \eqref{area} must equal $-2\pi R\langle J^2\rangle/M$:
\begin{equation}
 -\frac{\pi\gamma}{R}(1-q^2)\,\varepsilon\dot\varepsilon
 =-\frac{\pi R\,\dot\varepsilon^{\,2}}{M\Omega^2k^2}.
\end{equation}
For $\dot\varepsilon\neq0$, divide by $\dot\varepsilon$ and solve:
\begin{equation}
 \frac{\dot\varepsilon}{\varepsilon}
 =\frac{M\gamma\Omega^2k^2}{R^2}(1-q^2)=\frac{B}{R^4}q^2(1-q^2).
\end{equation}
This agrees with \eqref{sigma0} and separates its two factors. The factor $1-q^2$ is the energy released by the ripple. The factor $q^2$ is the price of transport: at a given growth speed, a longer wave needs a larger current over a longer distance. Very long waves release energy but grow slowly, waves near $q=1$ move atoms over short distances but release little energy, and the product is largest in between.

A different kinetic law shows that the second factor matters. Suppose material could be exchanged with a common reservoir at fixed total volume, so that $v_n=-C(\kappa-\bar\kappa)$ with $C>0$ and $\bar\kappa$ the mean curvature over the surface. For a ripple, \eqref{kone} gives $\kappa_1=-(1-q^2)\eta/R^2$ and hence the growth rate $C(1-q^2)/R^2$. The threshold is still $q=1$, but the rate now increases all the way to $q\to0$. The wavelength $2\pi\sqrt2R$ is a result for surface diffusion, not for capillarity in general.

\subsection{A mobility that varies along the surface}

On a nanometre filament the density of mobile atoms may depend on curvature, making $M$ a function of $\mu$. Write $\mu=\mu_0+\mu_1$, where $\mu_0=\gamma\Omega/R$ is uniform and $\mu_1=\gamma\Omega\kappa_1$. Then
\begin{equation}
 M(\mu)\,\partial_z\mu
 =\left[M(\mu_0)+M'(\mu_0)\mu_1+\cdots\right]\partial_z\mu_1
 =M(\mu_0)\,\partial_z\mu_1+O(\eta^2).
 \label{variable}
\end{equation}
The variation of $M$ multiplies a gradient that is itself first order. Equations \eqref{sigma0} and \eqref{main} therefore remain valid if $M$ means $M(\mu_0)$, the mobility on the unperturbed cylinder.

This was tested with $M\propto e^{\mu/k_BT}$ and $\gamma\Omega/(Rk_BT)=3.71$, so that the mobility depends strongly on curvature. At $q=0.7$ the linear rate is $0.2499\,B/R^4$, the same as for constant mobility. The preferred wavelength is thus unaffected, but the dependence of the rate on radius may change. If $M(\mu_0)$ depends on $R$, so does $B$, and the growth time no longer scales purely as $R^4$.

\section{Second half: general ripples, finite amplitude and finite length}

\subsection{What is carried over}

A cylinder of radius $R$ has surface energy $\gamma$ per area, atomic volume $\Omega$ and surface mobility $M$. The sum of principal curvatures is $\kappa$, equal to $1/R$ on the cylinder; the chemical potential is $\mu=\gamma\Omega\kappa$, and $B=M\gamma\Omega^2$. A small axisymmetric ripple $\eta\propto e^{\sigma t+ikz}$, with $q=kR$, grows at the rate $\sigma=(B/R^4)q^2(1-q^2)$. The fastest wave has $q^*=1/\sqrt2$, $\lambda^*=2\pi\sqrt2R$ and $\sigma^*=B/(4R^4)$. What remains open is whether a ripple that also varies around the circumference could grow faster.

For small axisymmetric ripples on a long cylinder, surface diffusion gives growth only at wavelengths above $2\pi R$, fastest at $\lambda^*=2\pi\sqrt2\,R$ with rate $B/(4R^4)$. It remains to see whether ripples that also vary around the circumference could grow faster, and what changes at finite amplitude and finite length.

Numbers in the example were calculated in double precision.
